\section*{The Direction-Independent Sum of Squares of a Slater-Koster Block, part 2}

In a two-centre tight-binding model, fifteen formulas give the $5\times5$ block between the d shells of atoms A and B for any bond direction. A wrong sign or factor still gives a plausible block. This part derives the formulas and checks them by an invariant.

Hartree atomic units are used. A is at the origin and B at $R\mathbf u$, with $R$ fixed and $\mathbf u=(l,m,n)$ a unit vector. The orbitals $a_i$ on A and $b_j$ on B refer to axes fixed in space, and
\begin{equation}
B_{ij}(\mathbf u)=\langle a_i|h_{\mathbf u}|b_j\rangle .
\label{eq:block}
\end{equation}
Each d function is $\mathbf r^{\mathsf T}Q_i\mathbf r$ times a radial factor, with $Q_i$ symmetric and traceless. In the order $xy,\ yz,\ zx,\ x^2-y^2,\ z^2$ the forms are
\begin{equation}
\sqrt2\,xy,\quad \sqrt2\,yz,\quad \sqrt2\,zx,\quad \frac{x^2-y^2}{\sqrt2},\quad \frac{2z^2-x^2-y^2}{\sqrt6}.
\label{eq:forms}
\end{equation}
They satisfy
\begin{equation}
\mathrm{tr}(Q_iQ_j)=\delta_{ij}.
\label{eq:trace}
\end{equation}
A rotation $T$ taking $\hat{\mathbf z}$ to $\mathbf u$ acts on the shell through the orthogonal matrix
\begin{equation}
D_{ij}=\mathrm{tr}\!\left(Q_i\,TQ_jT^{\mathsf T}\right).
\label{eq:D}
\end{equation}
With $\sigma,\pi,\delta$ the integrals dd$\sigma$, dd$\pi$, dd$\delta$ of the bond along $z$,
\begin{equation}
B(\hat{\mathbf z})=\mathrm{diag}(\delta,\pi,\pi,\delta,\sigma),
\label{eq:Bz}
\end{equation}
and $B(\mathbf u)=D\,B(\hat{\mathbf z})\,D^{\mathsf T}$.

The theorem assumes that (i) both shells are complete, and all functions of one shell have the same radial function; (ii) the operator is real, spin-independent and turns with the bond; (iii) it is unchanged by reflection in any plane containing the bond. Then the sum $S$ of the squares of all elements does not depend on $\mathbf u$. For shells of angular momenta $L$ and $L'$, with $V_0,V_1,V_2,\dots$ the $\sigma,\pi,\delta,\dots$ integrals,
\begin{equation}
S=V_0^2+2\sum_{\mu=1}^{\min(L,L')}V_\mu^2 ,
\label{eq:general}
\end{equation}
and for two d shells
\begin{equation}
S=\sigma^2+2\pi^2+2\delta^2 .
\label{eq:dd}
\end{equation}
The same holds for the overlap block.

In the numerical example, one electron moves in the field of two protons 4 bohr apart. Each carries one normalized Gaussian d shell, with exponent 0.2 bohr$^{-2}$ on A and 0.3 bohr$^{-2}$ on B, and $h$ is the kinetic energy plus the attraction to both protons. The values marked "third proton" in the final table include in $h$ the attraction to a further proton fixed at $(0,0,-3)$ bohr, which violates (ii).

\subsection{The table in closed form}

The block is linear in the three integrals:
\begin{equation}
B(\mathbf u)=\sigma A_\sigma+\pi A_\pi+\delta A_\delta,\qquad A_a=D\,P_a\,D^{\mathsf T},
\label{eq:lin}
\end{equation}
where $P_a$ is the diagonal matrix with ones at the places of the integral $a$ and zeros elsewhere. The matrices $A_a$ contain the coefficients of the table. They are symmetric, so $B_{ij}=B_{ji}$ even if the two d shells have different radial functions.

\paragraph{Proposition 1.} Let $v_i=\sqrt{3/2}\;\mathbf u^{\mathsf T}Q_i\mathbf u$ and $g_{ij}=2\,\mathbf u^{\mathsf T}Q_iQ_j\mathbf u$. Then
\begin{align}
(A_\sigma)_{ij}&=v_iv_j,\label{eq:As}\\
(A_\pi)_{ij}&=g_{ij}-\tfrac43v_iv_j,\label{eq:Ap}\\
(A_\delta)_{ij}&=\delta_{ij}+\tfrac13v_iv_j-g_{ij}.\label{eq:Ad}
\end{align}

\paragraph{Proof.} The matrix of $z^2$ is $(3\hat{\mathbf z}\hat{\mathbf z}^{\mathsf T}-1)/\sqrt6$. Rotation makes it $(3\mathbf u\mathbf u^{\mathsf T}-1)/\sqrt6$. Its trace product with the traceless $Q_i$ is $(3/\sqrt6)\,\mathbf u^{\mathsf T}Q_i\mathbf u=v_i$. This is the column of $D$ that belongs to $\sigma$, which proves (\ref{eq:As}).

Let $T$ take $\hat{\mathbf x}$ and $\hat{\mathbf y}$ to $\mathbf e_1$ and $\mathbf e_2$, which are perpendicular to $\mathbf u$ and to each other. The matrices of $zx$ and $yz$ become $(\mathbf u\mathbf e_\alpha^{\mathsf T}+\mathbf e_\alpha\mathbf u^{\mathsf T})/\sqrt2$ with $\alpha=1,2$, and the corresponding columns of $D$ are $\sqrt2\,\mathbf e_\alpha^{\mathsf T}Q_i\mathbf u$. With $\mathbf e_1\mathbf e_1^{\mathsf T}+\mathbf e_2\mathbf e_2^{\mathsf T}=1-\mathbf u\mathbf u^{\mathsf T}$,
\begin{align}
(A_\pi)_{ij}&=2\,\mathbf u^{\mathsf T}Q_i(1-\mathbf u\mathbf u^{\mathsf T})Q_j\mathbf u\nonumber\\
&=g_{ij}-2(\mathbf u^{\mathsf T}Q_i\mathbf u)(\mathbf u^{\mathsf T}Q_j\mathbf u).
\end{align}
Each bracket is $\sqrt{2/3}$ times the corresponding $v$, which gives the factor $\frac43$. Finally, $P_\sigma+P_\pi+P_\delta=1$ and $DD^{\mathsf T}=1$ give $A_\delta=1-A_\sigma-A_\pi$, which is (\ref{eq:Ad}). $\square$

With $p=l^2+m^2$ and $q=l^2-m^2$, the vector $v$ is
\begin{equation}
v=\left(\sqrt3\,lm,\ \sqrt3\,mn,\ \sqrt3\,nl,\ \tfrac{\sqrt3}2q,\ \tfrac12(3n^2-1)\right).
\label{eq:v}
\end{equation}
The $g_{ij}$ are twice the scalar products of the vectors $Q_i\mathbf u$, which are
\begin{equation}
\frac{(m,l,0)}{\sqrt2},\ \frac{(0,n,m)}{\sqrt2},\ \frac{(n,0,l)}{\sqrt2},\ \frac{(l,-m,0)}{\sqrt2},\ \frac{(-l,-m,2n)}{\sqrt6}.
\label{eq:w}
\end{equation}
As an example take the pair $x^2-y^2,\ z^2$. Here $g=2(-l^2+m^2)/\sqrt{12}=-q/\sqrt3$ and $v_iv_j=\frac{\sqrt3}4q(3n^2-1)$, so
\begin{align}
A_\pi:&\quad-\frac q{\sqrt3}-\frac q{\sqrt3}(3n^2-1)=-\sqrt3\,n^2q,\\
A_\delta:&\quad\frac{q}{4\sqrt3}(3n^2-1)+\frac q{\sqrt3}=\frac{\sqrt3}4(1+n^2)q .
\end{align}
The same substitution, with $p+n^2=1$, gives all fifteen entries. Those among $xy$, $yz$ and $zx$ are
\begin{align}
xy,xy:&\ 3l^2m^2\sigma+(p-4l^2m^2)\pi+(n^2+l^2m^2)\delta\nonumber\\
yz,yz:&\ 3m^2n^2\sigma+(m^2+n^2-4m^2n^2)\pi+(l^2+m^2n^2)\delta\nonumber\\
zx,zx:&\ 3n^2l^2\sigma+(n^2+l^2-4n^2l^2)\pi+(m^2+n^2l^2)\delta\nonumber\\
xy,yz:&\ 3lm^2n\,\sigma+ln(1-4m^2)\pi+ln(m^2-1)\delta\nonumber\\
xy,zx:&\ 3l^2mn\,\sigma+mn(1-4l^2)\pi+mn(l^2-1)\delta\nonumber\\
yz,zx:&\ 3lmn^2\,\sigma+lm(1-4n^2)\pi+lm(n^2-1)\delta
\label{eq:t2g}
\end{align}
and the others, with $w=\frac12(3n^2-1)$, are
\begin{align}
xy,x^2{-}y^2:&\ \tfrac32lmq\,\sigma-2lmq\,\pi+\tfrac12lmq\,\delta\nonumber\\
yz,x^2{-}y^2:&\ \tfrac32mnq\,\sigma-mn(1+2q)\pi+mn(1+\tfrac12q)\delta\nonumber\\
zx,x^2{-}y^2:&\ \tfrac32nlq\,\sigma+nl(1-2q)\pi-nl(1-\tfrac12q)\delta\nonumber\\
xy,z^2:&\ \sqrt3\,lmw\,\sigma-2\sqrt3\,lmn^2\pi+\tfrac{\sqrt3}2lm(1+n^2)\delta\nonumber\\
yz,z^2:&\ \sqrt3\,mnw\,\sigma+\sqrt3\,mn(p-n^2)\pi-\tfrac{\sqrt3}2mnp\,\delta\nonumber\\
zx,z^2:&\ \sqrt3\,nlw\,\sigma+\sqrt3\,nl(p-n^2)\pi-\tfrac{\sqrt3}2nlp\,\delta\nonumber\\
x^2{-}y^2,x^2{-}y^2:&\ \tfrac34q^2\sigma+(p-q^2)\pi+(n^2+\tfrac14q^2)\delta\nonumber\\
x^2{-}y^2,z^2:&\ \tfrac{\sqrt3}2qw\,\sigma-\sqrt3\,n^2q\,\pi+\tfrac{\sqrt3}4(1+n^2)q\,\delta\nonumber\\
z^2,z^2:&\ w^2\sigma+3n^2p\,\pi+\tfrac34p^2\delta .
\label{eq:eg}
\end{align}

\subsection{Six identities without integrals}

\paragraph{Proposition 2.} The coefficient matrices satisfy
\begin{equation}
A_aA_b=\delta_{ab}A_a,
\label{eq:proj}
\end{equation}
and consequently
\begin{equation}
G_{ab}\equiv\sum_{ij}(A_a)_{ij}(A_b)_{ij}=\mathrm{diag}(1,2,2).
\label{eq:G}
\end{equation}

\paragraph{Proof.} By (\ref{eq:lin}), $A_aA_b=DP_aD^{\mathsf T}DP_bD^{\mathsf T}=DP_aP_bD^{\mathsf T}$, and $P_aP_b=\delta_{ab}P_a$. Since $A_b$ is symmetric, $G_{ab}=\mathrm{tr}(A_aA_b)=\delta_{ab}\,\mathrm{tr}P_a$, and the traces of the $P_a$ are 1, 2 and 2. $\square$

The sum of squares is $S=\sum_{ab}V_aV_bG_{ab}$ with $V=(\sigma,\pi,\delta)$, so (\ref{eq:G}) is the theorem sorted by powers of the integrals. The three diagonal identities fix the weights, and the other three say that no cross terms remain. The first can be confirmed by hand. As $A_\sigma=vv^{\mathsf T}$, it states $(v\cdot v)^2=1$. With the last component of (\ref{eq:v}) written as $n^2-\frac12p$,
\begin{align}
v\cdot v&=3(l^2m^2+m^2n^2+n^2l^2)+\tfrac34(l^2-m^2)^2+(n^2-\tfrac12p)^2\nonumber\\
&=l^4+m^4+n^4+2(l^2m^2+m^2n^2+n^2l^2)\nonumber\\
&=(l^2+m^2+n^2)^2=1 .
\end{align}

A routine that returns the finished block for given integrals can be checked without access to its coefficients. The inputs $(1,0,0)$, $(0,1,0)$ and $(0,0,1)$ must give $S=1,2,2$. The inputs $(1,1,0)$, $(1,0,1)$ and $(0,1,1)$ must give $3,3,4$. Since the last three sums are $G_{aa}+G_{bb}+2G_{ab}$, these six runs fix all six elements of $G$ for the chosen direction.

\subsection{Which errors the check finds}

Let one coefficient $c_a$ of the entry $ij$ be replaced by $c_a'$, and let $\omega=1$ for a diagonal entry and $\omega=2$ for an off-diagonal one, which appears twice in the block. Then
\begin{equation}
\Delta G_{aa}=\omega(c_a'^2-c_a^2),\qquad \Delta G_{ab}=\omega(c_a'-c_a)c_b\quad(b\neq a).
\label{eq:dG}
\end{equation}
A wrong magnitude shows in $G_{aa}$. A wrong sign leaves $G_{aa}$ unchanged and shows in a cross term, provided that another coefficient of the entry is nonzero in the chosen direction. At $\mathbf u=(6,2,3)/7$ the identities find each of the 45 possible errors of this kind.

If the sign of a whole entry is wrong, all its products $c_ac_b$ are unchanged and $G$ sees nothing. The product relations (\ref{eq:proj}) can reveal such an error. Suppose the entries $ij$ and $ji$ of $A_\sigma$ have the wrong sign, with $i\neq j$, and let $k$ differ from both. In $(A_\sigma^2)_{ik}$ the term $(A_\sigma)_{ij}(A_\sigma)_{jk}$ is reversed, so this element changes by $-2v_iv_j^2v_k$, while $(A_\sigma)_{ik}$ itself is unchanged. If a diagonal entry has the wrong sign, $(A_\sigma^2)_{ii}$ is unchanged while $(A_\sigma)_{ii}=v_i^2$ is reversed. At $(6,2,3)/7$ no component of $v$ vanishes, so $A_\sigma^2=A_\sigma$ is violated in all fifteen cases.

The product relations have a blind spot too. Reversing the sign of one orbital on both atoms turns each $A_a$ into $\Sigma A_a\Sigma$, where $\Sigma$ is diagonal with elements $\pm1$ and $\Sigma^2=1$. All the relations survive. Reversing $xy$ and $yz$ together is the same as replacing $m$ by $-m$ throughout the table, so a table for the mirrored direction satisfies both (\ref{eq:proj}) and (\ref{eq:G}). Such an error can be found by comparison with a nonzero matrix element of known sign that couples a reversed orbital to an unreversed one, for example $xy,\ z^2$. Exchanging the $\pi$ and $\delta$ coefficients throughout the table also preserves both sets of relations, because $A_\pi$ and $A_\delta$ are both projectors with trace 2. The bond along $z$ reveals this exchange, since the element $xy,\ xy$ must then equal $\delta$. These cases do not exhaust the blind spots. Replacing every $A_a$ by $OA_aO^{\mathsf T}$ with any orthogonal $O$ preserves both sets of relations. A table with $l$ and $m$ exchanged throughout, or with the labels $yz$ and $zx$ exchanged, also has the correct element $xy,\ z^2$ and the correct block for the bond along $z$. Such errors show when the table is compared element by element with (\ref{eq:As})--(\ref{eq:Ad}) in a general direction.

The direction must be general. For a bond along $z$ every coefficient with a factor $l$ or $m$ is zero, and an error in its numerical factor has no effect. For a bond along 111 the same holds for every coefficient proportional to $q$.

\subsection{Worked example}

The example is the pair of protons 4 bohr apart with Gaussian d shells described at the end of the first half. Direct integration for the bond along $z$ gives, in hartree,
\begin{equation}
\sigma=0.066028,\quad\pi=0.022463,\quad\delta=-0.039681 .
\end{equation}
The invariant is therefore
\begin{align}
S&=0.004360+0.001009+0.003149\nonumber\\
&=0.008518\ \text{hartree}^2 .
\end{align}
The three terms are $\sigma^2$, $2\pi^2$ and $2\delta^2$.

Now let $\mathbf u=(6,2,3)/7$, so that $p=40/49$, $q=32/49$, $n^2=9/49$ and $w=-11/49$. The coefficients of the entry $x^2-y^2,\ z^2$ are
\begin{align}
\sigma:&\quad-\frac{176\sqrt3}{2401}=-0.126964,\nonumber\\
\pi:&\quad-\frac{288\sqrt3}{2401}=-0.207760,\nonumber\\
\delta:&\quad\frac{464\sqrt3}{2401}=0.334724,
\end{align}
and the element is $-0.008383-0.004667-0.013282=-0.026332$ hartree. The other elements follow in the same way. The sums of squares of the five rows, in units of $10^{-3}$ hartree$^2$, are
\begin{equation}
1.459+1.480+2.297+2.048+1.234=8.518 .
\end{equation}
The rows differ, and their total is the invariant. Direct integration for the tilted bond gives the same sum, and in twenty further directions the table and the direct integrals agree to rounding error.

The single rows can be understood as well. From (\ref{eq:lin}) and (\ref{eq:proj}), $BB^{\mathsf T}=\sigma^2A_\sigma+\pi^2A_\pi+\delta^2A_\delta$, so the sum for row $i$ is $\sum_aV_a^2(A_a)_{ii}$. For $z^2$ the three coefficients are $w^2=0.0504$, $3n^2p=0.4498$ and $\frac34p^2=0.4998$. They give $(0.220+0.227+0.787)\times10^{-3}=1.234\times10^{-3}$ hartree$^2$, as listed. For the bond along $z$ the same row has the sum $\sigma^2=4.360\times10^{-3}$ hartree$^2$. Turning the bond moves coupling strength from one orbital to another and keeps the total.

\paragraph{A planted misprint.} Let the $\delta$ coefficient of $x^2-y^2,\ z^2$ be printed with $1-n^2$ in place of $1+n^2$. At $(6,2,3)/7$ it becomes $0.230844$, too small by $0.103880$. By (\ref{eq:dG}),
\begin{align}
\Delta G_{\delta\delta}&=2(0.230844^2-0.334724^2)=-0.1175,\nonumber\\
\Delta G_{\sigma\delta}&=2(-0.103880)(-0.126964)=0.0264,\nonumber\\
\Delta G_{\pi\delta}&=2(-0.103880)(-0.207760)=0.0432 .
\end{align}
The identity $G_{\delta\delta}=2$ now reads 1.8825. The sum of squares falls to $0.008118$ hartree$^2$, which is 4.7 per cent below the invariant. For a bond along 111 the sum keeps its correct value, because $q=0$ there and the faulty coefficient vanishes.

\subsection{Part of a shell, and other shells}

Suppose that a model keeps the orbitals $xy$, $yz$ and $zx$ and drops the other two. The sum over the remaining nine elements is not invariant, because a general rotation mixes the kept orbitals with the dropped ones, and assumption (i) fails. For a bond along $z$ the nine squares give $2\pi^2+\delta^2=0.002584$ hartree$^2$. For a bond along 110, with $l^2=m^2=lm=\frac12$ and $n=0$, the entries (\ref{eq:t2g}) give
\begin{align}
S_{3\times3}&=\left(\tfrac34\sigma+\tfrac14\delta\right)^2+2\cdot\tfrac14(\pi+\delta)^2+2\cdot\tfrac14(\pi-\delta)^2\nonumber\\
&=\left(\tfrac34\sigma+\tfrac14\delta\right)^2+\pi^2+\delta^2 .
\end{align}
This is $0.003647$ hartree$^2$, and for 111 the computed value is $0.005079$ hartree$^2$. The $\sigma$ coefficients of these nine elements are products of $\sqrt3\,lm$, $\sqrt3\,mn$ and $\sqrt3\,nl$, so the integral $\sigma$ is absent for a bond along any of the three coordinate axes and enters for every other direction. A reduced table should therefore be checked before orbitals are dropped.

For other pairs of complete shells the general theorem applies unchanged. A p--d block must give $\sigma^2+2\pi^2$ with its own two integrals. With the p shell on A (exponent 0.2 bohr$^{-2}$), the d shell on B (exponent 0.3 bohr$^{-2}$) and the same distance, the bond along $z$ and the bond along $(6,2,3)/7$ both give $0.018643$ hartree$^2$. The pairs s--d, p--p and d--f show the same agreement in the numerical check.

\section*{Table of computed values}
\begin{verbatim}
bond length 4.0 bohr; exponents 0.2, 0.3 bohr^-2
dd-sigma: h = 0.066028 hartree, overlap = 0.108544
dd-pi: h = 0.022463 hartree, overlap = -0.387657
dd-delta: h = -0.039681 hartree, overlap = 0.136499
sigma^2 = 0.00435967 hartree^2
2 pi^2 = 0.00100920 hartree^2
2 delta^2 = 0.00314909 hartree^2
invariant from z bond = 0.00851796 hartree^2
overlap invariant = 0.34960155
20 directions: min 0.00851796, max 0.00851796 hartree^2
largest table - direct difference = 1.1e-15
u = (6,2,3)/7, block from table in hartree, columns xy yz zx x2-y2 z2
xy       0.015160   0.024884   0.013776   0.005482  -0.019749
yz       0.024884  -0.022166   0.018302  -0.004869   0.003305
zx       0.013776   0.018302   0.026641   0.031051   0.009916
x2-y2    0.005482  -0.004869   0.031051   0.018358  -0.026332
z2      -0.019749   0.003305   0.009916  -0.026332  -0.006400
row sums of squares (hartree^2): 0.00145892 0.00148013 0.00229698 0.00204831 0.00123363
sum of squares, table  = 0.00851796 hartree^2
sum of squares, direct = 0.00851796 hartree^2
(x2-y2,z2) coefficients sigma, pi, delta: -0.126964 -0.207760 0.334724
misprinted delta coefficient = 0.230844
misprint, (6,2,3)/7: sum = 0.00811778 hartree^2
misprint, (6,2,3)/7: G delta-delta = 1.882498
misprint, (6,2,3)/7: G sigma-delta = 0.026378
misprint, (6,2,3)/7: G pi-delta = 0.043164
misprint, 111: sum = 0.00851796 hartree^2
coefficient sign errors seen by G: 45 of 45
whole-entry sign errors seen by G: 0 of 15
whole-entry sign errors seen by products: 15 of 15
s-d: z bond 0.02597803, (6,2,3)/7 0.02597803 hartree^2
p-p: z bond 0.04637965, (6,2,3)/7 0.04637965 hartree^2
p-d: z bond 0.01864270, (6,2,3)/7 0.01864270 hartree^2
d-f: z bond 0.01436801, (6,2,3)/7 0.01436801 hartree^2
third proton at (0.0, 0.0, -3.0) bohr
bond 001: t2g only 0.00258375, third proton 0.02732597 hartree^2
bond 100: t2g only 0.00258375, third proton 0.04531998 hartree^2
bond 110: t2g only 0.00364736, third proton 0.04531998 hartree^2
bond 111: t2g only 0.00507908, third proton 0.03191732 hartree^2
\end{verbatim}
